# Ligand Hund coupling, 90-degree superexchange and the sign-change angle

## Question

I am trying to understand superexchange through a single ligand when the metal–ligand–metal angle is near 90°. My cluster has four orbitals: one $d$ orbital on each of two metal sites, and the ligand orbitals $p_x$ and $p_y$. Each $d$ orbital hops only to the $p$ orbital that points along its own bond. There are two holes, one per metal site in the ground configuration.

At 180° both sites use the same $p$ orbital and I can get the usual antiferromagnetic coupling. At 90° they use orthogonal $p$ orbitals, a hole cannot get from one metal to the other, and my calculation gives zero. I have read that Hund coupling on the ligand makes the result ferromagnetic, but I don't see at which step it enters, since the ligand has no holes in the ground state. How do I compute this coupling with the right factors, and at what bond angle does the total coupling change sign? Does that angle depend on the hopping?

## Answer

Hund coupling enters through the virtual states in which both holes sit on the ligand at once. These states exist at 90° too, and their energy depends on the total spin. At 90° you get zero if you give all of them the same energy. So the task is to find which two-hole ligand states are reached, with what weight, and at what energy.

### The model

Let $\mathbf e_1,\mathbf e_2$ be unit vectors from the ligand to the two sites, with $\mathbf e_1\cdot\mathbf e_2=\cos\theta$. I write $c=\cos\theta$, $s=\sin\theta$, and $p_i$ for the $p$ orbital along $\mathbf e_i$. Two such orbitals overlap as their vectors do: $\langle p_1|p_2\rangle=c$.

A hole on the ligand costs $\Delta$ relative to a hole on a metal site, and two holes on one $d$ orbital cost $U_d$. The hopping $v$ of one hole is

$$v\,d_i=-t\,p_i,\qquad v\,p_1=-t(d_1+c\,d_2),\qquad v\,p_2=-t(d_2+c\,d_1).$$

The terms with $c$ are the route from one metal to the other. I assume that the $d$ lobe follows the bond, so that $t$ does not change with $\theta$.

No term of the Hamiltonian acts on spin, so spin enters through antisymmetry alone. Let $|ab)$ be the orbital function with the first hole in $a$ and the second in $b$. A singlet has a symmetric orbital function, a triplet an antisymmetric one. The two ground states, both of energy zero when $t=0$, are

$$\psi_\pm=\frac{|d_1d_2)\pm|d_2d_1)}{\sqrt2},$$

with the upper sign for the singlet throughout. I define the coupling by $H_{\rm eff}=J\,\mathbf S_1\cdot\mathbf S_2$. The triplet then has energy $J/4$ and the singlet $-3J/4$, so $J=E_T-E_S$, and negative $J$ is ferromagnetic.

### Two holes on the ligand

The repulsion $W$ between two ligand holes has the matrix elements

$$(xx|W|xx)=U_p,\quad (xy|W|xy)=U',\quad (yx|W|xy)=(yy|W|xx)=J_H.$$

The last two, exchange and pair hopping, are equal because for real orbitals both are the interaction of the charge distribution $xy$ with itself. Diagonalizing gives

- triplet $(|xy)-|yx))/\sqrt2$: energy $U'-J_H$;
- singlet $(|xy)+|yx))/\sqrt2$: energy $U'+J_H$;
- singlet $(|xx)-|yy))/\sqrt2$: energy $U_p-J_H$;
- singlet $(|xx)+|yy))/\sqrt2$: energy $U_p+J_H$.

These parameters are not independent. Rotate the axes by 45°, with $x'=(x+y)/\sqrt2$ and $y'=(y-x)/\sqrt2$. Then $|x'x')-|y'y')=|xy)+|yx)$, so the second and third states turn into each other and must have the same energy. Hence $U'+J_H=U_p-J_H$, or

$$U'=U_p-2J_H .$$

This matters here because the bonds turn relative to the axes as $\theta$ changes. With another $U'$, the answer would depend on how you drew the axes. The levels are now $U_p-3J_H$ for the triplet, $U_p-J_H$ for two singlets and $U_p+J_H$ for the third.

### The fourth-order energy

Let $V$ be the total hopping, $H_0$ the rest, and $R$ the inverse of $H_0$ on the excited states, set to zero on $\psi_\pm$. The two spin states do not mix, so each can be treated separately. Write the perturbed state as $\psi+\chi_1+\chi_2+\chi_3+\dots$, with every $\chi_n$ orthogonal to $\psi$. Every hop changes the number of ligand holes by one, so odd orders of the energy vanish. The Schrödinger equation, order by order, gives

$$\chi_1=-RV\psi,\qquad \chi_2=-RV\chi_1,\qquad \chi_3=-RV\chi_2+E_2R\chi_1 .$$

Since $E_n=\langle\psi|V|\chi_{n-1}\rangle$, with $w=VRV\psi$ we obtain

$$E_2=-\langle\psi|VRV|\psi\rangle,\qquad E_4=-\langle w|R|w\rangle-E_2\langle\psi|VR^2V|\psi\rangle .$$

**First hop.** Moving either hole gives

$$V\psi_\pm=-\frac{t}{\sqrt2}\Big[|p_1d_2)+|d_1p_2)\pm|p_2d_1)\pm|d_2p_1)\Big].$$

The four functions are orthonormal and have energy $\Delta$. The squared norm is $4\cdot t^2/2=2t^2$, so

$$E_2=-\frac{2t^2}{\Delta},\qquad \langle\psi|VR^2V|\psi\rangle=\frac{2t^2}{\Delta^2}.$$

Both are the same for singlet and triplet. There is no coupling at second order, and the last term of $E_4$ is $+4t^4/\Delta^3$ for both spins.

**Second hop, onto the ligand.** $RV\psi_\pm$ is the bracket above times $-t/(\sqrt2\,\Delta)$. Both $|p_1d_2)$ and $|d_1p_2)$ go to $-t|p_1p_2)$, so the two orders of hopping add:

$$w_{\rm lig}=\frac{\sqrt2\,t^2}{\Delta}\Big[|p_1p_2)\pm|p_2p_1)\Big].$$

**Second hop, onto the other metal.** Through the terms with $c$, $|p_1d_2)$ gives $-tc|d_2d_2)$ and $|d_1p_2)$ gives $-tc|d_1d_1)$. The other two functions give the same results with the sign $\pm$. The sum is

$$w_d=\frac{t^2c}{\sqrt2\,\Delta}(1\pm1)\Big[|d_1d_1)+|d_2d_2)\Big].$$

It vanishes for the triplet, as the Pauli principle demands. For the singlet its squared norm is $4t^4c^2/\Delta^2$, at energy $U_d$. The second hop can also lead back to $\psi_\pm$, but $R$ removes that part.

**Sorting the ligand pair by energy.** Take $x$ along $\mathbf e_1$, so $p_1=x$ and $p_2=c\,x+s\,y$. For the triplet,

$$|p_1p_2)-|p_2p_1)=s\,[\,|xy)-|yx)\,].$$

For the singlet, split $|xx)$ into half the sum and half the difference of $|xx)\pm|yy)$:

$$|p_1p_2)+|p_2p_1)=2c|xx)+s[|xy)+|yx)]$$
$$=c[|xx)+|yy)]+c[|xx)-|yy)]+s[|xy)+|yx)].$$

Each square bracket has squared norm 2, and the prefactor of $w_{\rm lig}$ squared is $2t^4/\Delta^2$. In units of $4t^4/\Delta^2$ the weights are therefore

- singlet at ligand energy $U_p+J_H$: $c^2$;
- singlet at $U_p-J_H$: $c^2+s^2=1$;
- triplet at $U_p-3J_H$: $s^2$.

Add $2\Delta$ for the two ligand holes and set $A=2\Delta+U_p$. Dividing each weight by its energy gives

$$E_4^S=\frac{4t^4}{\Delta^3}-\frac{4t^4}{\Delta^2}\left[\frac{c^2}{U_d}+\frac{c^2}{A+J_H}+\frac1{A-J_H}\right],$$
$$E_4^T=\frac{4t^4}{\Delta^3}-\frac{4t^4}{\Delta^2}\,\frac{s^2}{A-3J_H}.$$

The common term cancels in the difference:

$$\boxed{J(\theta)=\frac{4t^4}{\Delta^2}\left[\frac{\cos^2\theta}{U_d}+\frac{\cos^2\theta}{A+J_H}+\frac1{A-J_H}-\frac{\sin^2\theta}{A-3J_H}\right]}$$

This is the leading order in $t$. It needs $A>3J_H$, so that the ligand triplet lies above the ground configuration, and $t$ small compared with the excitation energies.

### The 90° coupling, and why yours was zero

At 90° both spin states reach the ligand pair with equal weight, and what remains is a difference of two energy denominators:

$$J(90^\circ)=\frac{4t^4}{\Delta^2}\left[\frac1{A-J_H}-\frac1{A-3J_H}\right]=-\frac{8t^4J_H}{\Delta^2(A-J_H)(A-3J_H)} .$$

The triplet gains more because its virtual ligand pair is cheaper by $2J_H$. For $J_H=0$ the general formula becomes

$$J(\theta)=\frac{4t^4}{\Delta^2}\cos^2\theta\left[\frac1{U_d}+\frac2A\right],$$

which is your result: antiferromagnetic, and zero at 90°.

The sign at 90° does not rest on perturbation theory. With $p_1=x$ and $p_2=y$, repeated hopping from $\psi_\pm$ reaches just two more states: the normalized one-ligand-hole state proportional to $V\psi_\pm$, and $(|xy)\pm|yx))/\sqrt2$. In this basis the Hamiltonian is

$$M_\pm=\begin{pmatrix}0&-\sqrt2t&0\\-\sqrt2t&\Delta&-\sqrt2t\\0&-\sqrt2t&A-2J_H\pm J_H\end{pmatrix}.$$

The first off-diagonal element follows from $\|V\psi_\pm\|=\sqrt2\,t$. For the second, the normalized middle state is half the bracket in $V\psi_\pm$. Its ligand-pair part after a hop is $-t[|xy)\pm|yx)]$, which is $-\sqrt2t$ times a normalized state.

Let $u$ be the normalized lowest eigenvector of the singlet matrix $M_+$. Its third component $u_3$ cannot vanish when $t\neq0$: the third row would then force $u_2=0$, and the second row $u_1=0$. Used as a trial vector in the triplet matrix, $u$ has energy $E_S-2J_Hu_3^2<E_S$. The lowest eigenvalue of $M_-$ is therefore below the lowest eigenvalue of $M_+$ for any $t\ne0$ and $J_H>0$. When $A>3J_H$, both of these lowest states start from $\psi_\pm$ at $t=0$. They stay nondegenerate as $t$ grows, because each matrix is tridiagonal with nonzero off-diagonal elements. So under that condition the triplet that grows out of the two-spin ground states lies below its singlet partner.

The matrices also isolate the cause. The term $\pm J_H$ in the corner comes from exchange. Pair hopping acts on $|xx)$ and $|yy)$, which are not reached here. If you delete exchange but keep everything else, with the axes along the bonds, the two matrices coincide and $J(90^\circ)=0$. Full diagonalization confirms this, and it also confirms that deleting pair hopping changes nothing at 90°.

### The angle of the sign change

Put $\sin^2\theta=1-\cos^2\theta$ in the bracket of $J(\theta)$ and collect terms:

$$\cos^2\theta\left[\frac1{U_d}+\frac1{A+J_H}+\frac1{A-3J_H}\right]-\frac{2J_H}{(A-J_H)(A-3J_H)} .$$

This is a rising straight line in $\cos^2\theta$. It is negative at $\cos^2\theta=0$. At $\cos^2\theta=1$ the original bracket is $1/U_d+1/(A+J_H)+1/(A-J_H)>0$. There is thus one zero between 90° and 180°, at

$$\boxed{\cos^2\theta_c=\frac{\dfrac{2J_H}{(A-J_H)(A-3J_H)}}{\dfrac1{U_d}+\dfrac1{A+J_H}+\dfrac1{A-3J_H}}}$$

with $\cos\theta_c<0$. The hopping has dropped out, because every contribution at this order carries the same $t^4$. The supplementary angle $180^\circ-\theta_c$ is also a zero: reversing $\mathbf e_2$ can be undone by changing the sign of the orbital $d_2$. The coupling is ferromagnetic between the two.

For small $J_H$, keep the first power in the numerator and set $J_H=0$ in the denominator:

$$\cos^2\theta_c\approx\frac{2J_H/A^2}{1/U_d+2/A}=\frac{2J_HU_d}{A(A+2U_d)} .$$

So the deviation from 90° grows as $\sqrt{J_H}$. The reason is that the antiferromagnetic part starts quadratically in $\theta-90^\circ$, while the ferromagnetic part is linear in $J_H$. A weak Hund coupling therefore opens a wider ferromagnetic window than its size suggests.

A second limit is useful. For $U_d\to\infty$ the route through a doubly occupied metal site is closed, and the estimate becomes $\cos^2\theta_c\approx J_H/A$. The sign change survives, because the singlet still gains from the ligand pair: away from 90° its total weight there is $1+c^2$, against $1-c^2$ for the triplet.

### Numbers

I take round model parameters, not those of a compound: $t=0.6$, $\Delta=4$, $U_d=8$, $U_p=4$ and $J_H=0.6$, all in eV. Then $A=12$ eV, and the three ligand-pair denominators are $A-3J_H=10.2$, $A-J_H=11.4$ and $A+J_H=12.6$ eV. The prefactor $4t^4/\Delta^2$ is $0.0324\ \text{eV}^2$, or 32.4 meV·eV.

At 90° the common term is $4t^4/\Delta^3=32.4/4=8.10$ meV, and

$$E_4^S=8.10-\frac{32.4}{11.4}=5.258\ \text{meV},\qquad E_4^T=8.10-\frac{32.4}{10.2}=4.924\ \text{meV}.$$

Hence $J(90^\circ)=-0.334$ meV, or $-3.9$ K. At 180° the formula gives

$$J(180^\circ)=32.4\left[\frac18+\frac1{12.6}+\frac1{11.4}\right]=9.46\ \text{meV}.$$

The ferromagnetic coupling is about 28 times weaker, since it is a small difference between two similar gains.

For the sign change, the numerator is $1.2/(11.4\times10.2)=0.01032\ \text{eV}^{-1}$ and the denominator is $0.125+0.0794+0.0980=0.3024\ \text{eV}^{-1}$. So

$$\cos^2\theta_c=0.0341,\qquad \theta_c=100.6^\circ .$$

Diagonalizing the full two-hole Hamiltonian of the same cluster shows what fourth order leaves out (all $J$ in meV):

| $\theta$ | fourth order | diagonalized |
|---|---|---|
| 90° | −0.334 | −0.294 |
| 100° | −0.039 | −0.026 |
| 105° | 0.322 | 0.302 |
| 120° | 2.115 | 1.930 |
| 180° | 9.464 | 8.593 |

Relative to the diagonalized values, fourth order is too large in magnitude by about 14% at 90° and 10% at 180°. At 100° the relative error is about 50%, but there $J$ is nearly zero and the absolute error is only 0.013 meV.

The angle is much less sensitive. Diagonalization puts the zero at 100.64°, 100.60° and 100.47° for $t=0.1$, 0.3 and 0.6 eV. So, for this cluster, the answer to your last question is: not at leading order, and at $t=0.6$ eV only by about 0.2° beyond it. The shift grows with $t$: at $t=1.3$ eV the zero is at 99.9°, and fourth order then overestimates $|J|$ by a factor 1.7 at 90° and 1.5 at 180°. The independence of $t$ holds only while every term starts at $t^4$; the last section shows terms that break it. A reduction of $J$ by the same factor at every angle would leave the zero in place. At the two ends the ratios of fourth order to exact are similar but not equal, 1.14 at 90° and 1.10 at 180°. The ferromagnetic end is reduced slightly more, which fits a small shift of the zero toward 90°.

The Hund coupling matters far more. For $J_H=0.15$, 0.30, 0.60 and 0.90 eV, the fourth-order angle is 95.0°, 97.2°, 100.6° and 103.7°. Quadrupling $J_H$ from 0.15 to 0.60 eV moves the zero from about 5° to about 10.6° beyond 90°, close to the doubling expected from the square root.

### What the four orbitals leave out

A real $p$ shell has a third orbital, $p_z$, perpendicular to the plane. No hole hops into it here, but pair hopping can carry two holes there together. I give it the same $\Delta$. From $(|xx)+|yy))/\sqrt2$ the matrix element to $|zz)$ is $2J_H/\sqrt2=\sqrt2J_H$. From $(|xx)-|yy))/\sqrt2$ it cancels. In the formula, $1/(A+J_H)$ must then be replaced by the first diagonal element of an inverse matrix:

$$\left[\begin{pmatrix}A+J_H&\sqrt2J_H\\\sqrt2J_H&A\end{pmatrix}^{-1}\right]_{11}=\frac{A}{A(A+J_H)-2J_H^2}=\frac{A}{(A+2J_H)(A-J_H)} .$$

This term carries the weight $\cos^2\theta$, so $J(90^\circ)$ is unchanged. The fourth-order $\theta_c$ moves by about 0.01°, so dropping $p_z$ is harmless for these parameters.

Other omissions can matter more. The cluster has no direct hopping between the metal sites, no exchange between a $d$ hole and a $p$ hole, no $\pi$ hopping, no further $d$ orbitals and no second bridging ligand. Near 90° the coupling computed here is a fraction of a meV, so even a small extra term can shift the zero by several degrees. Two of these terms also make the angle depend on the hopping at leading order. An exchange $K$ between a $d$ hole and a $p$ hole, taken equal for $p_x$ and $p_y$, shifts the one-ligand-hole state to $\Delta\pm K$. Then $E_2=-2t^2/(\Delta\pm K)$, and $J$ gains $-4Kt^2/(\Delta^2-K^2)$, a ferromagnetic term of order $t^2$ rather than $t^4$. For $K=0.01$ eV, diagonalization gives $J(90^\circ)=-1.1$ meV at $t=0.6$ eV, and the zero lies at about 129°, 111° and 103° for $t=0.3$, 0.6 and 1.3 eV. A direct $d$–$d$ hopping interferes with the route through the ligand and removes the symmetry between $\theta$ and $180^\circ-\theta$: a matrix element of $-0.01$ eV moves the zeros at $t=0.6$ eV from 79.5° and 100.5° to 84.5° and 106.6°, and the opposite sign moves them the other way. Treat 100.6° (fourth order) and 100.5° (diagonalized at $t=0.6$ eV) as results for this cluster and these parameters, not as a universal angle. The remaining values are in the numerical output below.

## Computed results

```
t = 0.6 eV, Delta = 4.0 eV, U_d = 8.0 eV
U_p = 4.0 eV, J_H = 0.6 eV, U' = 2.8 eV
A = 2 Delta + U_p = 12.0 eV
ligand pair, triplet level: 2.20 eV
ligand pair, singlet levels: 3.40 3.40 4.60 eV
A-3J_H, A-J_H, A+J_H: 10.2 11.4 12.6 eV
second-order shift, both spins: -0.1800 eV
prefactor 4t^4/Delta^2: 32.400 meV eV
squared weights after two hops, unit t^4/Delta^2:
  90 deg singlet: ligand pair 4.000, d pair 0.000
  90 deg triplet: ligand pair 4.000, d pair 0.000
  120 deg singlet: ligand pair 5.000, d pair 1.000
  120 deg triplet: ligand pair 3.000, d pair 0.000
E4 singlet at 90 deg: 5.2579 meV
E4 triplet at 90 deg: 4.9235 meV
J(90) fourth order: -0.3344 meV
J(90) fourth order: -3.88 K
3x3 lowest singlet at 90 deg: -0.175061 eV
3x3 lowest triplet at 90 deg: -0.175355 eV
J(90) exact without exchange term: 0.0000 meV (magnitude)
angle (deg), J fourth order (meV), J exact (meV):
   90   -0.3344   -0.2941
   95   -0.2599   -0.2265
  100   -0.0389   -0.0257
  105    0.3220    0.3021
  120    2.1151    1.9302
  150    7.0141    6.3735
  180    9.4635    8.5925
theta_c numerator: 0.010320 1/eV
theta_c denominator: 0.302404 1/eV
cos^2 theta_c: 0.034126
theta_c fourth order: 100.65 deg
theta_c exact for given t:
  t = 0.1 eV: 100.64 deg
  t = 0.3 eV: 100.60 deg
  t = 0.6 eV: 100.47 deg
theta_c fourth order with p_z: 100.64 deg
theta_c exact with p_z, t = 0.6 eV: 100.47 deg
J_H (eV), theta_c fourth order (deg), exact at t = 0.6 eV (deg):
  0.15 94.95 94.87
  0.30 97.17 97.06
  0.60 100.65 100.47
  0.90 103.72 103.50
cos theta_c ratio, J_H 0.04 to 0.01 eV: 2.009
```
